Fourier transforms of the truncated and short-range Coulomb kernels

**Problem**

In a periodic cell, exact exchange can be computed from Fourier components of orbital products, each multiplied by the Fourier transform of the interaction. For the bare Coulomb interaction 1/r this transform is 4π/G², which has no finite value at G = 0. Two interactions of shorter range avoid the difficulty:

v_T(r) = 1/r for r < Rc, and 0 for r > Rc

v_S(r) = erfc(ωr)/r

Here Rc > 0 is a cutoff radius, ω > 0 is an inverse length, and

erfc(x) = (2/√π) ∫ₓ^∞ exp(−t²) dt.

Use Hartree atomic units and the convention

v(G) = ∫ d³r exp(−iG·r) v(r), with G = |G| on the left.

(a) Reduce v(G) to a radial integral for any spherical interaction whose absolute value has a finite integral over space.

(b) Find v_T(G) and its value at G = 0.

(c) Find v_S(G) and its value at G = 0.

(d) Show that v_S is an average of truncated interactions over their cutoff radius, and use this to check (c).

(e) One electron per cubic cell of side L = 12 bohr occupies a Gaussian orbital with density ρ(r) = (α/π)^(3/2) exp(−αr²), where α = 1 bohr⁻². Take Rc = 6 bohr and ω = 0.4 bohr⁻¹. Find the exchange energy per cell with each interaction at the Γ point, compare it with that of an isolated electron, and determine how much the G = 0 term contributes.

**Solution**

**(a) The radial integral**

Put the z axis along G and let u be the cosine of the polar angle, so that G·r = Gru. The azimuthal angle gives 2π:

v(G) = 2π ∫₀^∞ dr r² v(r) ∫₋₁¹ du exp(−iGru).

The imaginary part of the exponential is odd in u and integrates to zero. The real part gives

∫₋₁¹ cos(Gru) du = 2 sin(Gr)/(Gr).

Therefore, for G > 0,

v(G) = (4π/G) ∫₀^∞ r v(r) sin(Gr) dr.  (1)

Since |exp(−iG·r) v(r)| = |v(r)| has a finite integral, the limit G → 0 may be taken inside the original integral. So v(G) is continuous at G = 0, with

v(0) = 4π ∫₀^∞ r² v(r) dr.  (2)

Both given interactions qualify. The singularity 1/r is harmless because the volume element supplies r². At large r, v_T vanishes and v_S falls off at least as fast as a Gaussian. The bare interaction does not qualify: r² · (1/r) = r grows, and the integral in (2) diverges.

**(b) The truncated interaction**

Inside the cutoff r v_T(r) = 1, and outside it is zero. Equation (1) becomes

v_T(G) = (4π/G) ∫₀^Rc sin(Gr) dr = (4π/G) [−cos(Gr)/G]₀^Rc.

The upper limit gives −cos(G Rc)/G and the lower limit gives +1/G. Hence

v_T(G) = 4π [1 − cos(G Rc)]/G².  (3)

For small G, use 1 − cos x = x²/2 − x⁴/24 + … with x = G Rc:

v_T(G) = 2πRc² (1 − G²Rc²/12 + …), so v_T(0) = 2πRc².  (4)

Equation (2) gives the same value directly: 4π ∫₀^Rc r dr = 2πRc².

The factor 1 − cos(G Rc) runs between 0 and 2. The transform is thus never negative, vanishes at G Rc = 2π, 4π, …, and reaches twice the bare value at G Rc = π, 3π, …. These oscillations relative to 4π/G² do not die out at large G, because the interaction has a sharp edge at Rc. On a computer, the equal form 8π sin²(G Rc/2)/G² avoids subtracting two nearly equal numbers at small G.

**(c) The short-range interaction**

Now r v_S(r) = erfc(ωr), and the integral needed in (1) is

F(G) = ∫₀^∞ erfc(ωr) sin(Gr) dr.

Integrate by parts, integrating the sine and differentiating erfc. From the definition of erfc,

d erfc(ωr)/dr = −(2ω/√π) exp(−ω²r²).

This gives

F(G) = [−erfc(ωr) cos(Gr)/G]₀^∞ − (2ω/(√π G)) ∫₀^∞ cos(Gr) exp(−ω²r²) dr.

The bracket vanishes at infinity. At r = 0 it equals −1/G, and subtracting this lower limit gives +1/G. With the name I(G) for the last integral,

F(G) = (1/G) [1 − (2ω/√π) I(G)].  (5)

To find I(G), differentiate with respect to G:

I′(G) = −∫₀^∞ r sin(Gr) exp(−ω²r²) dr.

Since r exp(−ω²r²) = −(1/(2ω²)) d exp(−ω²r²)/dr, another integration by parts gives

I′(G) = (1/(2ω²)) { [sin(Gr) exp(−ω²r²)]₀^∞ − G ∫₀^∞ cos(Gr) exp(−ω²r²) dr }.

The bracket is zero at both ends, which leaves

I′(G) = −(G/(2ω²)) I(G).

The solution is I(G) = I(0) exp(−G²/(4ω²)). The constant is half of the full Gaussian integral, I(0) = √π/(2ω), so

I(G) = (√π/(2ω)) exp(−G²/(4ω²)).  (6)

In (5) the prefactors multiply to one, and v_S(G) = (4π/G) F(G) becomes

v_S(G) = 4π [1 − exp(−G²/(4ω²))]/G².  (7)

The whole of 4ω² stands in the denominator of the exponent. For small G, use 1 − exp(−y) = y − y²/2 + … with y = G²/(4ω²):

v_S(G) = (π/ω²) (1 − G²/(8ω²) + …), so v_S(0) = π/ω².  (8)

For G much larger than 2ω the exponential is negligible and v_S(G) approaches 4π/G². This reflects the behaviour at short distance, where v_S(r) has the same 1/r singularity as the bare interaction. If instead ω → 0 at fixed G > 0, then (7) tends to 4π/G² while the value at G = 0 grows without bound. The bare transform and its divergence are both recovered.

**(d) An average over cutoff radii**

Define a weight for the radius R,

p(R) = (2ω/√π) exp(−ω²R²), R ≥ 0.

Its integral over all R is one. With t = ωR in the definition of erfc,

∫ᵣ^∞ p(R) dR = erfc(ωr).

A truncated interaction of radius R contributes 1/r at distance r if R > r, and nothing otherwise. Its average over p(R) is therefore erfc(ωr)/r = v_S(r). All integrands are positive before the transform and have finite integrals, so the average and the Fourier transform may be interchanged. Averaging (3) gives

v_S(G) = (4π/G²) [1 − ∫₀^∞ p(R) cos(GR) dR].

By (6), the remaining integral is (2ω/√π) I(G) = exp(−G²/(4ω²)), which confirms (7). The spread of radii has averaged the cosine down to a Gaussian.

At G = 0 the same average of (4) gives 2π⟨R²⟩. Differentiating ∫₀^∞ exp(−aR²) dR = (1/2)√(π/a) with respect to a, changing the sign and setting a = ω² gives

∫₀^∞ R² exp(−ω²R²) dR = √π/(4ω³).

Hence ⟨R²⟩ = (2ω/√π) · √π/(4ω³) = 1/(2ω²), and v_S(0) = π/ω², as in (8). For ω = 0.4 bohr⁻¹, ⟨R²⟩ = 3.125 bohr².

**(e) Exchange in a periodic cell**

**The reciprocal sum.** For a single occupied spin orbital, the exchange energy is E_x = −J/2, where J is the interaction of its density with itself. In the crystal at Γ, the orbital is repeated in every cell with the same phase. Neighbouring orbitals have overlap exp(−αL²/4) = exp(−36), which is neglected, so the periodic density is the sum of the separate Gaussians:

ρ_per(r) = L⁻³ Σ_G ρ(G) exp(iG·r), ρ(G) = ∫ d³r exp(−iG·r) ρ(r).

The components of each G are integer multiples of 2π/L. Per cell,

J = ∫ d³r ρ(r) ∫ d³r′ v(|r − r′|) ρ_per(r′).

For each plane wave, the substitution r′ = r + s turns the inner integral into exp(iG·r) v(G), because v depends on |s| alone. The outer integral then gives the complex conjugate of ρ(G), and

J = L⁻³ Σ_G |ρ(G)|² v(G).  (9)

In real space this is the interaction of ρ with itself and with all its images.

The density is a product of Gaussians in x, y and z. Doubling (6) to cover the full axis and replacing ω² by α gives a factor √(π/α) exp(−g²/(4α)) for each component g of G. The three prefactors cancel the normalization, so

ρ(G) = exp(−G²/(4α)), |ρ(G)|² = exp(−G²/(2α)).

**The isolated electron.** Without images, the sum L⁻³ Σ_G becomes the integral ∫ d³G/(2π)³. With d³G = 4πG² dG, the factor G² cancels the denominator in (7):

J_S = (2/π) ∫₀^∞ exp(−G²/(2α)) [1 − exp(−G²/(4ω²))] dG.

Each term has the form ∫₀^∞ exp(−cG²) dG = (1/2)√(π/c). Thus

J_S = (1/√π) { √(2α) − [1/(2α) + 1/(4ω²)]^(−1/2) }.

For α = 1 and ω = 0.4 the bracket is 0.5 + 1.5625 = 2.0625, and J_S = 0.405033 hartree. As ω → 0 the second term vanishes and v_S(r) rises to 1/r, so the full Coulomb value is

J_C = √(2α/π) = 0.797885 hartree.

**Kernel values.** The shortest nonzero G is 2π/L = 0.5236 bohr⁻¹. In hartree bohr³, the transforms are:

- G = 0: v_T = 226.195, v_S = 19.635; the bare value diverges.
- G = 2π/L: v_T = 91.673, v_S = 15.971, bare 45.837.
- G = 4π/L: v_T = 0, v_S = 9.394, bare 11.459.

Because Rc = L/2, the second line has G Rc = π, where v_T is twice the bare value. The third has G Rc = 2π, where v_T vanishes.

**Results.** The sum (9) gives

truncated: J = 0.797885 hartree, E_x = −0.398942 hartree = −10.856 eV

short-range: J = 0.405033 hartree, E_x = −0.202517 hartree = −5.511 eV

Each J agrees with its isolated value, J_C or J_S, to the digits shown. The short-range energy is a different quantity from full exchange: it omits the long-range part erf(ωr)/r, where erf = 1 − erfc.

The G = 0 terms, with ρ(0) = 1 and L³ = 1728 bohr³, are

truncated: 226.195/1728 = 0.1309 hartree

short-range: 19.635/1728 = 0.01136 hartree

They make up about 16% and 3% of the respective J. Omitting them would lower J to 0.6670 and 0.3937 hartree.

**Why truncation can reproduce the full Coulomb value.** Let d be the largest distance between two points of a localized density. If d < Rc < L − d, every pair of points within the density interacts through the full 1/r, and no pair formed with an image interacts. A Gaussian has tails, so here the condition holds approximately. The loss can be calculated: |ρ(G)|² is the transform of the distribution of pair separations, which is a normalized Gaussian of exponent α/2. The part beyond Rc is

4π (α/(2π))^(3/2) ∫_Rc^∞ r exp(−αr²/2) dr = √(2α/π) exp(−αRc²/2).

With αRc²/2 = 18 this is 1.2 × 10⁻⁸ hartree. There is also a gain from pairs formed with an image that come closer than Rc. For an image at distance L the separation Gaussian is centred at L. The angular integral of its product with 1/r over the sphere r < Rc leaves √(α/(2π)) L⁻¹ ∫₀^Rc [exp(−α(L − r)²/2) − exp(−α(L + r)²/2)] dr. The second exponential is negligible, and so is the effect of moving the lower limit to −∞, which gives erfc((L − Rc)√(α/2))/(2L). Since L − Rc = Rc here, this carries the same factor exp(−18) as the loss, but with a smaller prefactor: the six nearest images together give about 5 × 10⁻¹⁰ hartree, some 4% of the loss. The net result is still −1.2 × 10⁻⁸ hartree to two figures, as is the computed difference from J_C. For the short-range interaction the difference is +1.7 × 10⁻⁹ hartree. It is positive because the images add a repulsion through the tail of erfc.

A larger Rc is not automatically better. At Rc = 14.5 bohr and the same L, the cutoff sphere takes in the six nearest images at 12 bohr. Their expected contribution is about 6/12 = 0.5 hartree, and the computed J exceeds J_C by 0.5017 hartree. In an extended system there is a further condition: truncation deletes all exchange between points farther apart than Rc, so a good approximation to full exchange needs the density matrix to be small at such separations. This alone is not enough in a periodic cell. At Γ the density matrix repeats with the cell and returns to its full value at separation L, so Rc must also stay well below L, near L/2, and the cell must be large enough for the density matrix to have decayed at that distance.

**The bare kernel for comparison.** Using 4π/G² and dropping its G = 0 term gives J = 0.5651 hartree at L = 12 bohr, an error of −0.2328 hartree relative to J_C. At L = 24 bohr the error is −0.1178 hartree. Doubling the cell divides the error by 1.977, close to the factor of 2 of a 1/L law. The numerical check checks the transforms by direct quadrature and the isolated energies by analytic two-electron integrals.

Computed values

```
alpha = 1.0 bohr^-2, L = 12.0 bohr
Rc = 6.0 bohr, omega = 0.4 bohr^-1
Kernels in hartree bohr^3 (quadrature, then formula)
G = 0 = 0.000000 bohr^-1
  truncated:   226.194671  226.194671
  short-range: 19.634954  19.634954
G = 2pi/L = 0.523599 bohr^-1
  bare formula: 45.836624
  truncated:   91.673247  91.673247
  short-range: 15.970789  15.970789
G = sqrt2*2pi/L = 0.740480 bohr^-1
  bare formula: 22.918312
  truncated:   29.020435  29.020435
  short-range: 13.188450  13.188450
G = 4pi/L = 1.047198 bohr^-1
  bare formula: 11.459156
  truncated:   0.000000  0.000000
  short-range: 9.393772  9.393772
Mean R^2 of the radius weight: 3.125000 bohr^2
Isolated J, full Coulomb: 0.797885 hartree
Isolated J, short-range: 0.405033 hartree
Periodic J, truncated: 0.797885 hartree
  minus isolated: -1.2e-08 hartree
  without G = 0: 0.666985 hartree
  G = 0 term: 0.130900 hartree
Periodic J, short-range: 0.405033 hartree
  minus isolated: 1.7e-09 hartree
  without G = 0: 0.393671 hartree
  G = 0 term: 0.011363 hartree
Bare kernel, G = 0 dropped, L = 12 bohr: J = 0.565079 hartree
  error: -0.232805 hartree
Same, L = 24 bohr: J = 0.680118 hartree
  error: -0.117766 hartree
  ratio of the two errors: 1.977
Truncated, Rc = 14.5 bohr, L = 12 bohr: J = 1.2995 hartree
  excess over isolated: 0.5017 hartree
E_x = -J/2, truncated: -0.398942 hartree = -10.8558 eV
E_x = -J/2, short-range: -0.202517 hartree = -5.5108 eV
```
